# Why the Arrhenius slope of ferroelectric retention exceeds the barrier

A model ferroelectric bit keeps its polarization for $3.97\times10^4$ s at 390 K and for 375 s at 410 K. The slope of the Arrhenius line through these two points is 3.21 eV. Yet the barrier that the bit must cross at 400 K, midway between the two bakes, is 1.23 eV. The times contain no scatter, and a single process governs the loss. The factor of 2.6 between slope and barrier comes from the temperature dependence of the barrier.

## The rate law and the barrier

Let $\tau(T)$ be the mean time for which a bit retains its state. For thermally activated loss,

$$\tau(T)=\tau_0\exp\!\left[\frac{U(T)}{kT}\right],\tag{1}$$

where $k$ is Boltzmann's constant, $U$ is the barrier and $\tau_0$ is the attempt time. At first $\tau_0$ is taken to be independent of temperature. The barrier is

$$U(T)=U_0(1-t)^2,\qquad t=\frac{T}{T_c},\qquad U_0>0,\tag{2}$$

for $0\le T\le T_c$, with $T_c$ the Curie temperature.

This form follows from Landau theory for a continuous transition. The free-energy density at polarization $P$ is

$$f(P,T)=\frac a2P^2+\frac b4P^4,\qquad a=a_0(T-T_c),\tag{3}$$

with $a_0,b>0$ independent of temperature. Below $T_c$ the coefficient $a$ is negative. The condition $\partial f/\partial P=aP+bP^3=0$ gives a hilltop at $P=0$ and two wells at $P=\pm P_s$, where

$$P_s^2=-\frac ab=P_0^2(1-t),\qquad P_0^2=\frac{a_0T_c}{b}.\tag{4}$$

At the hilltop $f=0$. In a well,

$$f(P_s)=\frac a2\left(-\frac ab\right)+\frac b4\,\frac{a^2}{b^2}=-\frac{a^2}{4b}.$$

Suppose that a fixed volume $V$ reverses uniformly, with no cost at its surface and no field acting on it. It must climb

$$U=V\,\frac{a^2}{4b}=\frac{Va_0^2T_c^2}{4b}\,(1-t)^2,\qquad U_0=\frac{Va_0^2T_c^2}{4b}.\tag{5}$$

The square in (2) therefore rests on a linear $a(T)$, a constant $b$ and a volume that does not change with temperature.

## The local slope

An Arrhenius plot shows $\ln\tau$ against $x=1/T$. Its local slope, expressed as an energy, is

$$E_a(T)=k\,\frac{d\ln\tau}{d(1/T)}.\tag{6}$$

The sign is positive because $\tau$ is a time; for a rate the same definition would carry a minus sign. From (1), $k\ln\tau=k\ln\tau_0+xU$. The first term is constant, and the product rule gives

$$E_a=U+x\,\frac{dU}{dx}.$$

Since $T=1/x$, we have $dT/dx=-1/x^2=-T^2$, so $x\,dU/dx=-T\,dU/dT$ and

$$E_a=U-T\,\frac{dU}{dT}.\tag{7}$$

A barrier that falls on heating has $dU/dT<0$, and the slope then lies above the barrier. Heating shortens the life in two ways: it supplies more thermal energy, and it lowers the hill. The slope records both effects.

For the barrier (2), $dU/dT=-2U_0(1-t)/T_c$, so that

$$-T\,\frac{dU}{dT}=2U_0\,t(1-t).\tag{8}$$

Insertion in (7) gives

$$E_a=U_0(1-t)\big[(1-t)+2t\big]=U_0(1-t)(1+t),$$

that is,

$$E_a(T)=U_0\left(1-\frac{T^2}{T_c^2}\right).\tag{9}$$

The excess over the actual barrier is (8) itself:

$$E_a-U=2U_0\,t(1-t)>0\quad\text{for }0<T<T_c,\tag{10}$$

because both $t$ and $1-t$ are positive there. Slope and barrier agree at $T=0$, where both equal $U_0$, and at $T_c$, where both vanish. Their ratio is

$$\frac{E_a}{U}=\frac{1+t}{1-t}.\tag{11}$$

The derivative of $t(1-t)$ is $1-2t$, so the excess is largest at $T=T_c/2$, where it equals $U_0/2$.

At low temperature $U\simeq U_0(1-2t)$, while (9) departs from $U_0$ only in second order in $t$. Within the law (2), the slope is then a good measure of the barrier at absolute zero and a poorer one of the barrier at the temperature of the test. In a real crystal $a(T)$ levels off at low temperature, so a slope measured well above that region need not give the barrier at absolute zero. Near $T_c$, $E_a\simeq2U_0(1-t)$ vanishes linearly and $U$ quadratically, so the ratio (11) grows without limit. The rate law fails before that limit is reached, as shown below.

## Where the excess energy comes from

The barrier is a difference of free energies between hilltop and well. It can be split into an energy and an entropy. At fixed $P$, the entropy density belonging to (3) is

$$s=-\frac{\partial f}{\partial T}=-\frac{a_0}{2}P^2,\tag{12}$$

measured from the unpolarized state. The hilltop, with $P=0$, has more entropy than the well by

$$\Delta S=\frac{Va_0P_s^2}{2}=\frac{Va_0^2T_c}{2b}(1-t)=\frac{2U_0}{T_c}(1-t),\tag{13}$$

where (4) and (5) were used. The internal-energy density is

$$f+Ts=\frac{a_0(T-T_c)}2P^2+\frac b4P^4-\frac{a_0T}{2}P^2=-\frac{a_0T_c}{2}P^2+\frac b4P^4.$$

The temperature has dropped out of the coefficients. The energy needed to go from the well to the hilltop is therefore

$$\Delta H=V\left[\frac{a_0T_c}{2}P_s^2-\frac b4P_s^4\right]
=\frac{Va_0^2T_c^2}{4b}\big[2(1-t)-(1-t)^2\big].$$

The bracket equals $(1-t)(1+t)$, so $\Delta H=U_0(1-t^2)=E_a$. The Arrhenius slope is the activation energy in the thermodynamic sense, and $U=\Delta H-T\Delta S$ is the free-energy barrier that sets the lifetime.

The entropy reappears in the intercept. The tangent to the Arrhenius plot at temperature $T$ meets the axis $1/T=0$ at

$$\ln\tau_{\rm app}=\ln\tau-\frac{E_a}{kT}=\ln\tau_0-\frac{E_a-U}{kT}
=\ln\tau_0-\frac{2U_0(1-t)}{kT_c}.\tag{14}$$

The apparent attempt time $\tau_{\rm app}$ is shorter than $\tau_0$ by the factor $e^{-\Delta S/k}$. Slope and intercept together reproduce the correct lifetime at the point of tangency. If the slope is instead inserted as a barrier beside the true attempt time, the lifetime comes out too long by

$$\frac{\tau_0e^{E_a/kT}}{\tau}=\exp\!\left[\frac{2U_0(1-t)}{kT_c}\right].\tag{15}$$

## Two bakes and the extrapolated life

A retention test measures $\tau$ at a few elevated temperatures and extends a straight line to the temperature of use. Writing out (1) and (2) in terms of $x$ gives

$$\ln\tau=\ln\tau_0+\frac{U_0}{k}\left(x-\frac2{T_c}+\frac1{T_c^2x}\right).\tag{16}$$

Take bakes at $T_1<T_2$, with $x_i=1/T_i$. The first term in the bracket contributes 1 to the slope of the chord, and the constant contributes nothing. The last contributes

$$\frac{1}{T_c^2}\,\frac{1/x_1-1/x_2}{x_1-x_2}=-\frac{1}{T_c^2x_1x_2}=-\frac{T_1T_2}{T_c^2}.$$

The slope between the two bakes is therefore

$$E_{12}=U_0\left(1-\frac{T_1T_2}{T_c^2}\right),\tag{17}$$

which becomes (9) when the bakes coincide.

The second derivative of (16) with respect to $x$ is $2U_0/(kT_c^2x^3)>0$, so the plot is convex. Outside the interval between the bakes the true curve lies above the line. To find the distance, subtract from $1/x$ the straight line that agrees with it at $x_1$ and $x_2$. That line has slope $-1/(x_1x_2)$ and is

$$\frac1{x_1}-\frac{x-x_1}{x_1x_2}=\frac{x_1+x_2-x}{x_1x_2}.$$

The difference is

$$\frac1x-\frac{x_1+x_2-x}{x_1x_2}=\frac{x_1x_2-x(x_1+x_2)+x^2}{x\,x_1x_2}=\frac{(x-x_1)(x-x_2)}{x\,x_1x_2}.$$

With $x-x_i=(T_i-T)/(TT_i)$, the right side becomes $(T_1-T)(T_2-T)/T$, and

$$\ln\frac{\tau(T)}{\tau_{\rm line}(T)}=\frac{U_0}{kT_c^2}\,\frac{(T_1-T)(T_2-T)}{T}.\tag{18}$$

For $T<T_1$ this is positive: the line predicts too short a life. Within this model the extrapolation to a cooler temperature is on the safe side, provided that the same process governs the loss at all three temperatures and $\tau_0$ is constant. The sign rests on the shape of the barrier law: for any $U(T)$ the curvature of $\ln\tau$ against $x$ is $T^3U''(T)/k$. If $a(T)$ levels off at low temperature, as $\theta[\coth(\theta/T)-\coth(\theta/T_c)]$, $U''$ can turn negative. For the bakes and use temperature of the example below, this happens for $\theta$ near 400 K and above, and the line then predicts too long a life. Between the bakes (18) is negative, and the line lies above the true curve.

The same slope thus leads to errors of opposite sign. Used with its own intercept, it underestimates the life at a cooler temperature by (18). Used with the true attempt time, it overestimates the life, by the factor (15) at the temperature where the slope is taken.

## The numbers

The example has $T_c=900$ K, $U_0=4$ eV and $\tau_0=1$ ps. At 400 K, $t=0.444$ and $kT=0.03447$ eV. Equations (2) and (9) give

$$U=4(0.5556)^2=1.235\ \text{eV},\qquad E_a=4(1-0.1975)=3.210\ \text{eV}.$$

The excess is 1.975 eV, close to its largest value of 2 eV at 450 K. The ratio is $1.4444/0.5556=2.60$, the factor met at the start. The slope lies 20% below $U_0$, whereas the barrier lies 69% below it.

The two bakes give $\ln(3.965\times10^4/375.4)=4.660$ over an interval $1/390-1/410=1.251\times10^{-4}\ \text{K}^{-1}$. Multiplication of their quotient by $k=8.617\times10^{-5}$ eV/K gives 3.210 eV, as (17) requires.

The apparent attempt time at 400 K is $1.3\times10^{-37}$ s. No lattice motion is that fast. In this model so short an intercept signals a large activation entropy, here $\Delta S/k=1.975/0.03447=57.3$. Using 3.21 eV as the barrier with the true 1 ps would overestimate the life at 400 K by $e^{57.3}$, or nearly 25 powers of ten.

At a use temperature of 358 K the barrier is 1.451 eV and the true life is $2.64\times10^8$ s, or 8.4 years. For the line through the two bakes, (18) gives

$$\ln\frac{\tau}{\tau_{\rm line}}=\frac{4\times32\times52}{8.617\times10^{-5}\times900^2\times358}=0.266.$$

The true life is 1.31 times the extrapolated one, which is 6.4 years. The extrapolation error is modest because 358 K is not far below the bakes. A slope 2.6 times the barrier can still give a useful prediction if its own intercept is kept.

As a test of (9), the barrier was found from the stationary points of (3), and $\ln\tau$ was differentiated numerically at 59 temperatures from 20 to 890 K. The slopes agreed with (9) to within $2\times10^{-5}$ eV, and each exceeded the barrier at its temperature.

## A prefactor that varies with temperature

The attempt time need not be constant. Let the polarization move against a friction $\gamma$ that does not depend on temperature, with $\gamma\,dP/d(\text{time})=-V\,\partial f/\partial P$ plus thermal noise. For $U\gg kT$, Kramers' result for such overdamped escape is

$$\tau_0=\frac{2\pi\gamma}{V\sqrt{f''(P_s)\,|f''(0)|}}.\tag{19}$$

From (3), $f''=a+3bP^2$. This is $a=-|a|$ at the hilltop and $a+3b(-a/b)=2|a|$ in the well, so $\tau_0=2\pi\gamma/(\sqrt2\,V|a|)\propto1/(T_c-T)$. Its logarithm contributes to the slope

$$k\,\frac{d\ln\tau_0}{d(1/T)}=-kT^2\,\frac{d\ln\tau_0}{dT}=-\frac{kT^2}{T_c-T}=-kT\,\frac{t}{1-t}.\tag{20}$$

The attempt time lengthens on heating and opposes the fall of the lifetime, hence the minus sign. The excess becomes

$$E_a-U=2U_0t(1-t)-kT\frac{t}{1-t}=\frac{t}{1-t}\,(2U-kT),\tag{21}$$

since $U_0(1-t)^2=U$. It is positive when $U>kT/2$. Kramers' law needs $U\gg kT$, a stronger condition, so the slope exceeds the barrier wherever that law can be trusted.

At 400 K the shift (20) is $-0.028$ eV, small beside the excess of 1.98 eV. Numerical integration of the mean first-passage time over the Landau potential, which does not assume (19), gives $-0.029$ eV. The sign change of (21) falls at 816 K in the example. There $U=kT/2$ and (19) no longer holds, so the sign change belongs to the formula; the first-passage time from well to well still gives a positive excess, about 0.7 eV, at that temperature. Already near 580 K the barrier is down to $10\,kT$, and above that temperature an Arrhenius analysis becomes progressively less reliable.

At the cold end the classical law also has a limit. Tunnelling competes with activation below roughly $\hbar\omega/(2\pi k)$, where $\omega$ is the angular frequency associated with the barrier. If $\omega$ is taken as $2\pi/\tau_0$, this is 7.6 K. The inequality (10) at still lower temperatures is a property of the formula, not a prediction for a bit.

## Fields and walls

An imprint field may oppose the stored state. Let it be fixed, with magnitude $E$, and let the stored polarization be $+P_s$, so that $EP$ is added to (3). A depolarization field is a different case: it is proportional to $P$ and adds a quadratic term. For the same field in the well, it lowers the barrier by only half as much to first order. To first order in $E$, the stationary points may be left where they were. The well rises by $VP_sE$ and the hilltop at $P=0$ does not move, so the barrier falls by

$$\delta U=VP_sE=VEP_0(1-t)^{1/2}.\tag{22}$$

Applying (7) to this term at fixed field, the slope falls by

$$\delta E_a=VEP_0\left[(1-t)^{1/2}+\frac{t}{2(1-t)^{1/2}}\right]=VEP_0\,\frac{1-t/2}{\sqrt{1-t}}.\tag{23}$$

The slope loses more than the barrier, by the factor $(1-t/2)/(1-t)$, which is 1.4 at 400 K. For a field of 0.1 MV/cm at 400 K, the stationary points of the full energy give a barrier of 1.133 eV and a slope of 3.065 eV. The drops are 0.1019 and 0.1445 eV, against 0.1035 and 0.1448 eV from (22) and (23). The excess is still 1.93 eV. This field is small against the field of 1.8 MV/cm that removes the barrier in the model, but not against measured coercive fields of lithium tantalate, roughly 0.2 MV/cm for congruent and 0.02 MV/cm for stoichiometric crystals, where reversal proceeds by wall motion rather than uniformly. The lifetime, however, falls by $\exp(0.102/0.03447)\approx19$ if $\tau_0$ is unchanged.

A reversed region inside a crystal also needs a domain wall. In Landau theory the wall energy per area scales as well depth times wall width, $(1-t)^2\times(1-t)^{-1/2}=(1-t)^{3/2}$. More generally, for a barrier $U\propto(1-t)^n$ with $n>0$, (7) gives

$$E_a=U+\frac{nt}{1-t}\,U,\qquad\frac{E_a}{U}=\frac{1+(n-1)t}{1-t}>1.\tag{24}$$

The inequality holds because $1+(n-1)t$ exceeds $1-t$ by $nt$. For $n=2$ this is (11). As (7) is linear in $U$, a wall term of fixed area adds its own positive excess to that of the volume term.

## Comparison with a real ferroelectric

The parameters are meant to resemble lithium tantalate, a uniaxial ferroelectric. Its Curie temperature is roughly 900 K, its polarization near room temperature is roughly 50 µC/cm², and its relative susceptibility along the polar axis is about 45. The coefficients follow from (4) and from $\chi=1/(\varepsilon_0 f''(P_s))=1/(2\varepsilon_0|a|)$ at 300 K. The resemblance is limited: this fit implies a Curie constant of $5\times10^4$ K and a pyroelectric coefficient of $4\times10^{-4}$ C/(m²K), about a third and about twice the measured values. Taking $a_0$ from the Curie constant would triple the volume found below, and adding a $P^6$ term fitted to the pyroelectric coefficient lowers the ratio of slope to barrier at 400 K from 2.6 to about 2.1. The barrier and attempt time are chosen, not measured. With these values $U_0=4$ eV corresponds by (5) to a volume of 3.6 nm³, a cube of edge 1.5 nm. That is about three unit cells across in the basal plane and only about one along the polar axis, where a continuum energy is a rough guide. The neglect of the wall is also a severe simplification. With a rough wall energy of 30 mJ/m² at 300 K, and the complete wall counted at the hilltop, a sphere of this volume would cost another 1.6 eV at 400 K and add 3.6 eV to the slope. The barrier would become about 2.9 eV and the slope about 6.8 eV, and the escape time from (1) would grow by some twenty powers of ten. For the assumed wall energy these are upper estimates, because at the hilltop the interior is unpolarized and only part of the wall has formed. After reversal the region would still carry its wall energy. With no field to favour it, it lies 1.6 eV above the stored state. If the wall is allowed to form along the path, the barrier is about 2.2 eV forward but only about 0.6 eV backward, so the region flips back within some ten microseconds and an isolated crossing does not lose the bit. An isolated region would also carry bound charge at its surface. For an unscreened sphere in a medium of relative permittivity 45 to 54, the electrostatic energy of that charge at the hilltop is 1.7 to 2.0 eV at 400 K, more than the barrier itself. It is left out of the model. The value of $U_0$ must therefore be read as an effective parameter, and the lifetimes as illustrations. What survives these additions is the sign of the excess and, loosely, its proportion: the ratio of slope to barrier goes from 2.6 to about 2.4 with the wall, and to about 2.1 if the electrostatic term is also included at fixed permittivity.

Real bits also differ in size. At 400 K $U/kT=35.8$, so a bit whose switching volume is 5% larger lives $e^{0.05\times35.8}\approx6$ times longer, at the same $T_c$ and $\tau_0$. The average of $\ln\tau$ over such a population is linear in $U_0$, and its slope obeys (9) with the mean $U_0$. The time at which the first few bits fail is a different quantity. Escape is random, so in a large population of identical bits the first failures already come long before $\tau$. A spread in volume brings them forward further.

If the square law is trusted and $T_c$ is known, (11) can be inverted to obtain the barrier from a measured slope: $U=E_a(1-t)/(1+t)$. At 400 K this returns $3.210/2.600=1.235$ eV. The inversion assumes a constant attempt time and no other contribution to the barrier, not even a constant one. The numerical output below lists the values used here.

## Table of computed values

```
Curie temperature Tc: 900 K
Barrier scale U0: 4.00 eV
Attempt time tau0: 1.0e-12 s
Polarization at 300 K: 50 uC/cm2
Relative susceptibility at 300 K: 45
Landau a0: 2.0915e+06 V m/(C K)
Landau b: 5.0196e+09 V m^5/C^3
Switching volume: 3.632 nm^3
Edge of equal cube: 1.537 nm
Local temperature T: 400 K
T/Tc: 0.4444
kT at T: 0.03447 eV
Actual barrier U at T: 1.2346 eV
Local Arrhenius slope Ea at T: 3.2099 eV
Excess Ea-U at T: 1.9753 eV
Ratio Ea/U at T: 2.6000
Temperature of largest excess (grid): 450 K
Largest excess: 2.0000 eV
Retention time at T: 3.588e+03 s
Apparent attempt time at T: 1.29e-37 s
log10 of overestimate if Ea used with tau0: 24.89
Retention time at bake 390 K: 3.965e+04 s
Retention time at bake 410 K: 3.754e+02 s
Two-bake slope: 3.2104 eV
Use temperature: 358 K
Actual barrier at use temperature: 1.4507 eV
True life at use temperature: 2.643e+08 s
True life at use temperature: 8.38 years
Extrapolated life: 6.42 years
Gap in ln tau: 0.2664
True/extrapolated life: 1.305
Prefactor shift of slope, formula: -0.0276 eV
Prefactor shift of slope, quadrature: -0.0286 eV
Excess with varying prefactor vanishes at: 815.6 K
U/kT there: 0.5000
U falls to 10 kT at: 581.5 K
Opposing field: 0.10 MV/cm
Barrier at T in field: 1.1327 eV
Slope at T in field: 3.0654 eV
First-order barrier drop: 0.1035 eV
First-order slope drop: 0.1448 eV
Wall energy assumed at 300 K: 30 mJ/m2
Area of sphere of switching volume: 11.43 nm^2
Neglected wall cost at T: 1.628 eV
Its contribution to the slope at T: 3.581 eV
Relative volume spread: 5 %
Life factor at T for that spread: 5.99
Quantum crossover temperature: 7.64 K
```
